# Position sampling by BAOAB and OBABO for a harmonic oscillator: a program that tests the result

```python
# Stationary covariance of two Langevin integrators for a harmonic oscillator.
# Result under test, at the end of a step and for 0 < w*h < 2:
#   BAOAB: <x^2> = kT/(m w^2),                   <p^2> = m kT (1 - w^2 h^2/4)
#   OBABO: <x^2> = kT/(m w^2)/(1 - w^2 h^2/4),   <p^2> = m kT
# with <xp> = 0 in both, whatever the friction.
# Symbols: m mass, w angular frequency, h time step, kT thermal energy,
# gamma friction; B = kick, A = drift, O = exact Ornstein-Uhlenbeck update of p.
# Reduced units: m = w = kT = 1, so that h equals u = w*h.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import solve_discrete_lyapunov
from scipy.optimize import brentq


def advance(x, p, noise, scheme, h, gamma, m=1.0, w=1.0, kT=1.0):
    """One integrator step, carried out letter by letter."""
    used = 0
    for letter in scheme:
        dt = h / scheme.count(letter)
        if letter == "B":
            p = p - dt * m * w**2 * x
        elif letter == "A":
            x = x + dt * p / m
        else:
            keep = np.exp(-gamma * dt)
            p = keep * p + np.sqrt((1 - keep**2) * m * kT) * noise[used]
            used += 1
    return x, p


def step_matrices(scheme, h, gamma, **model):
    """Read the linear map and the noise matrix off the integrator itself."""
    n_noise = scheme.count("O")
    quiet = np.zeros(n_noise)
    M = np.array([advance(1.0, 0.0, quiet, scheme, h, gamma, **model),
                  advance(0.0, 1.0, quiet, scheme, h, gamma, **model)]).T
    G = np.array([advance(0.0, 0.0, unit, scheme, h, gamma, **model)
                  for unit in np.eye(n_noise)]).T
    return M, G


def stationary(scheme, h, gamma, **model):
    M, G = step_matrices(scheme, h, gamma, **model)
    return solve_discrete_lyapunov(M, G @ G.T)


def triple(S):
    return np.array([S[0, 0], S[0, 1], S[1, 1]])


# --- Symbolic solution of the Lyapunov equation for both complete schemes
u, d = sp.symbols("u d", positive=True)      # d = exp(-gamma h/2)
X, C, P = sp.symbols("X C P")
S_sym = sp.Matrix([[X, C], [C, P]])


def solve_symbolic(scheme):
    M, Q = sp.eye(2), sp.zeros(2)
    for letter in scheme:
        part = sp.Integer(1) / scheme.count(letter)
        noise = sp.zeros(2)
        if letter == "B":
            L = sp.Matrix([[1, 0], [-u * part, 1]])
        elif letter == "A":
            L = sp.Matrix([[1, u * part], [0, 1]])
        else:
            keep = d**(2 * part)
            L = sp.diag(1, keep)
            noise = sp.diag(0, 1 - keep**2)
        M, Q = L * M, L * Q * L.T + noise
    E = M * S_sym * M.T + Q - S_sym
    sol = sp.solve([sp.expand(E[0, 0]), sp.expand(E[0, 1]),
                    sp.expand(E[1, 1])], [X, C, P], dict=True)
    assert len(sol) == 1
    return M, [sol[0][v] for v in (X, C, P)]


a_sym = 1 - u**2 / 4
for scheme, claim in (("BAOAB", (1, 0, a_sym)), ("OBABO", (1 / a_sym, 0, 1))):
    M_sym, found = solve_symbolic(scheme)
    for got, want in zip(found, claim):
        assert sp.simplify(got - want) == 0
    assert sp.simplify(M_sym.det() - d**2) == 0
    assert sp.simplify(M_sym.trace() - (1 + d**2) * (1 - u**2 / 2)) == 0

# --- General lemma: unit-determinant map R with equal diagonal, then full O
al, be, c = sp.symbols("alpha beta c", positive=True)
de = (1 - al**2) / be
OR = sp.diag(1, c) * sp.Matrix([[al, be], [-de, al]])
E = OR * S_sym * OR.T + sp.diag(0, 1 - c**2) - S_sym
lemma = sp.solve([E[0, 0], E[0, 1], E[1, 1]], [X, C, P], dict=True)[0]
assert sp.simplify(lemma[X] - be / de) == 0
assert sp.simplify(lemma[C]) == 0 and sp.simplify(lemma[P] - 1) == 0

# --- Covariance after every substep, from cyclically shifted integrators


def stage_formulas(scheme, uh):
    s = uh / 2
    a = 1 - s**2
    if scheme == "BAOAB":
        return [(1, 0, a), (1, -s, 1), (a, 0, 1), (a, 0, 1), (1, s, 1)]
    return [(1/a, 0, 1), (1/a, 0, 1), (1/a, -s/a, 1/a),
            (1/a, s/a, 1/a), (1/a, 0, 1)]


for scheme in ("BAOAB", "OBABO"):
    for uh in (0.2, 1.0, 1.8):
        for gamma in (0.05, 0.7, 8.0):
            for k, want in enumerate(stage_formulas(scheme, uh)):
                shifted = scheme[k:] + scheme[:k]
                got = triple(stationary(shifted, uh, gamma))
                assert np.allclose(got, want, rtol=1e-8, atol=1e-8)

# --- Stability: spectral radius below one only for w*h < 2


def radius(scheme, uh, gamma):
    return max(abs(np.linalg.eigvals(step_matrices(scheme, uh, gamma)[0])))


for scheme in ("BAOAB", "OBABO"):
    for gamma in (0.05, 0.7, 3.0):
        assert all(radius(scheme, uh, gamma) < 1
                   for uh in (0.01, 0.5, 1.0, 1.5, 1.99))
        assert all(radius(scheme, uh, gamma) > 1 for uh in (2.01, 2.5))

# --- Direct stochastic simulation, which never uses the Lyapunov equation
rng = np.random.default_rng(12345)
walkers, burn, kept, sim_u, sim_gamma = 10000, 200, 800, 1.0, 0.7
simulated = {}
for scheme in ("BAOAB", "OBABO"):
    x, p = np.zeros(walkers), np.zeros(walkers)
    sums = np.zeros((3, walkers))
    for n in range(burn + kept):
        xi = rng.standard_normal((scheme.count("O"), walkers))
        x, p = advance(x, p, xi, scheme, sim_u, sim_gamma)
        if n >= burn:
            sums += np.array([x * x, x * p, p * p])
    sums /= kept
    mean = sums.mean(axis=1)
    error = sums.std(axis=1, ddof=1) / np.sqrt(walkers)
    simulated[scheme] = (mean, error)
    assert np.all(abs(mean - stage_formulas(scheme, sim_u)[0]) < 5 * error)
# The simulation must be sharp enough to tell the two schemes apart.
assert simulated["OBABO"][0][0] - 1 > 20 * simulated["OBABO"][1][0]

# --- Worked example with round model parameters; internal units u, Angstrom, fs
wavenumber, mass, T, friction_ps = 3000.0, 1.0, 300.0, 10.0
omega_si = 2 * np.pi * const.c * 100 * wavenumber
omega = omega_si * 1e-15
energy_unit = const.atomic_mass * (1e-10 / 1e-15)**2
kT = const.k * T / energy_unit
gamma = friction_ps * 1e-3
model = dict(m=mass, w=omega, kT=kT)
exact = kT / (mass * omega**2)

print("MODEL OSCILLATOR")
print(f"mass = {mass:.1f} u, wavenumber = {wavenumber:.0f} cm^-1")
print(f"temperature = {T:.0f} K, friction = {friction_ps:.0f} ps^-1")
print(f"angular frequency = {omega:.5f} fs^-1")
print(f"period = {2 * np.pi / omega:.3f} fs")
print(f"thermal energy kT = {const.k * T * 1e7:.4e} erg")
spring = mass * const.atomic_mass * omega_si**2 * 1e3
print(f"force constant m w^2 = {spring:.4e} dyn/cm")
print(f"hbar w/(kT) = {const.hbar * omega_si / (const.k * T):.2f}")
print(f"exact classical <x^2> = {exact * 1e4:.4f} x 1e-4 Angstrom^2")
print(f"exact classical rms x = {np.sqrt(exact):.5f} Angstrom")
print(f"stability limit 2/w = {2 / omega:.3f} fs")

print("LYAPUNOV SOLUTIONS, END OF STEP; <x^2> in 1e-4 Angstrom^2")
for h in (0.5, 1.0, 2.0, 3.0):
    SB = stationary("BAOAB", h, gamma, **model)
    SO = stationary("OBABO", h, gamma, **model)
    a = 1 - (omega * h)**2 / 4
    assert np.isclose(SB[0, 0], exact, rtol=1e-7)
    assert np.isclose(SO[0, 0], exact / a, rtol=1e-7)
    assert np.isclose(SB[1, 1], mass * kT * a, rtol=1e-7)
    assert np.isclose(SO[1, 1], mass * kT, rtol=1e-7)
    print(f"h = {h:.1f} fs: w h = {omega * h:.4f}, 1-(w h)^2/4 = {a:.4f}")
    print(f"  <x^2>: BAOAB {SB[0, 0] * 1e4:.4f}, OBABO {SO[0, 0] * 1e4:.4f};"
          f" OBABO/exact = {SO[0, 0] / exact:.4f}")
    print(f"  OBABO positional T = {T * SO[0, 0] / exact:.1f} K,"
          f" BAOAB kinetic T = {T * SB[1, 1] / (mass * kT):.1f} K")

target = 0.01
h_one = brentq(lambda h: stationary("OBABO", h, gamma, **model)[0, 0]
               / exact - 1 - target, 0.1, 1.0)
assert np.isclose(omega * h_one, 2 * np.sqrt(target / (1 + target)), rtol=1e-6)
print(f"OBABO inflation of {100 * target:.0f}% at h = {h_one:.3f} fs,"
      f" w h = {omega * h_one:.4f}")

print("FRICTION CHECK at h = 1 fs: <x^2>/exact")
for g_ps in (1.0, 10.0, 100.0):
    ratios = [stationary(sc, 1.0, g_ps * 1e-3, **model)[0, 0] / exact
              for sc in ("BAOAB", "OBABO")]
    print(f"friction {g_ps:.0f} ps^-1: BAOAB {ratios[0]:.6f},"
          f" OBABO {ratios[1]:.6f}")

print("SUBSTEPS at w h = 1, reduced units: <x^2>, <xp>, <p^2>")
for scheme in ("BAOAB", "OBABO"):
    for k in range(1, 6):
        shifted = scheme[k % 5:] + scheme[:k % 5]
        v = triple(stationary(shifted, 1.0, sim_gamma))
        v = np.where(abs(v) < 1e-10, 0.0, v)
        print(f"{scheme} after {scheme[:k]}: {v[0]:.4f}, {v[1]:.4f}, {v[2]:.4f}")

print(f"SIMULATION at w h = {sim_u:.0f}, gamma/w = {sim_gamma}, reduced units")
print(f"{walkers} walkers, {burn} steps discarded, {kept} steps averaged")
for scheme in ("BAOAB", "OBABO"):
    mean, error = simulated[scheme]
    print(f"{scheme}: <x^2> = {mean[0]:.4f} +- {error[0]:.4f},"
          f" <p^2> = {mean[2]:.4f} +- {error[2]:.4f}")
print("tests ok")
```

It prints:

```
MODEL OSCILLATOR
mass = 1.0 u, wavenumber = 3000 cm^-1
temperature = 300 K, friction = 10 ps^-1
angular frequency = 0.56510 fs^-1
period = 11.119 fs
thermal energy kT = 4.1419e-14 erg
force constant m w^2 = 5.3026e+05 dyn/cm
hbar w/(kT) = 14.39
exact classical <x^2> = 7.8111 x 1e-4 Angstrom^2
exact classical rms x = 0.02795 Angstrom
stability limit 2/w = 3.539 fs
LYAPUNOV SOLUTIONS, END OF STEP; <x^2> in 1e-4 Angstrom^2
h = 0.5 fs: w h = 0.2825, 1-(w h)^2/4 = 0.9800
  <x^2>: BAOAB 7.8111, OBABO 7.9702; OBABO/exact = 1.0204
  OBABO positional T = 306.1 K, BAOAB kinetic T = 294.0 K
h = 1.0 fs: w h = 0.5651, 1-(w h)^2/4 = 0.9202
  <x^2>: BAOAB 7.8111, OBABO 8.4888; OBABO/exact = 1.0868
  OBABO positional T = 326.0 K, BAOAB kinetic T = 276.1 K
h = 2.0 fs: w h = 1.1302, 1-(w h)^2/4 = 0.6807
  <x^2>: BAOAB 7.8111, OBABO 11.4756; OBABO/exact = 1.4691
  OBABO positional T = 440.7 K, BAOAB kinetic T = 204.2 K
h = 3.0 fs: w h = 1.6953, 1-(w h)^2/4 = 0.2815
  <x^2>: BAOAB 7.8111, OBABO 27.7480; OBABO/exact = 3.5524
  OBABO positional T = 1065.7 K, BAOAB kinetic T = 84.5 K
OBABO inflation of 1% at h = 0.352 fs, w h = 0.1990
FRICTION CHECK at h = 1 fs: <x^2>/exact
friction 1 ps^-1: BAOAB 1.000000, OBABO 1.086760
friction 10 ps^-1: BAOAB 1.000000, OBABO 1.086760
friction 100 ps^-1: BAOAB 1.000000, OBABO 1.086760
SUBSTEPS at w h = 1, reduced units: <x^2>, <xp>, <p^2>
BAOAB after B: 1.0000, -0.5000, 1.0000
BAOAB after BA: 0.7500, 0.0000, 1.0000
BAOAB after BAO: 0.7500, 0.0000, 1.0000
BAOAB after BAOA: 1.0000, 0.5000, 1.0000
BAOAB after BAOAB: 1.0000, 0.0000, 0.7500
OBABO after O: 1.3333, 0.0000, 1.0000
OBABO after OB: 1.3333, -0.6667, 1.3333
OBABO after OBA: 1.3333, 0.6667, 1.3333
OBABO after OBAB: 1.3333, 0.0000, 1.0000
OBABO after OBABO: 1.3333, 0.0000, 1.0000
SIMULATION at w h = 1, gamma/w = 0.7, reduced units
10000 walkers, 200 steps discarded, 800 steps averaged
BAOAB: <x^2> = 1.0011 +- 0.0007, <p^2> = 0.7505 +- 0.0005
OBABO: <x^2> = 1.3346 +- 0.0009, <p^2> = 1.0005 +- 0.0006
tests ok
```
